# The Covariant Hartree Energy of Stationary Dirac Sources

Electrons in occupied Dirac orbitals $\psi_a$ move in a static local potential $v(\mathbf r)$. They produce the number density and number current

$$n=\sum_a\psi_a^\dagger\psi_a,\qquad \mathbf j=c\sum_a\psi_a^\dagger\boldsymbol\alpha\,\psi_a ,$$

both localized in space. Hartree atomic units are used with Gaussian fields, so the electron charge is $-1$, the charge density is $\rho=-n$, the charge current is $\mathbf J=-\mathbf j$, and $c=137.036$. We write $\mathbf R=\mathbf r-\mathbf r'$, $R=|\mathbf R|$, $\hat{\mathbf R}=\mathbf R/R$, and a prime on a source means that it is taken at the primed point.

The problem is to find the mean-field energy of these sources interacting through the electromagnetic field. Exchange, correlation and external magnetic fields are outside it.

## (a) What does stationarity imply for the current?

**Solution.** The Dirac equation and its adjoint are

$$\partial_t\psi=-c\,\boldsymbol\alpha\cdot\nabla\psi-i(\beta c^2+v)\psi,\qquad
\partial_t\psi^\dagger=-c\,(\nabla\psi^\dagger)\cdot\boldsymbol\alpha+i\psi^\dagger(\beta c^2+v).$$

In $\partial_t(\psi^\dagger\psi)$ the terms with $\beta c^2+v$ cancel, leaving $\partial_t(\psi^\dagger\psi)=-\nabla\cdot(c\,\psi^\dagger\boldsymbol\alpha\psi)$. A stationary orbital depends on time through the phase $e^{-i\varepsilon_a t}$, which cancels in both $n$ and $\mathbf j$. Hence $\partial_t n=0$ and

$$\nabla\cdot\mathbf j=0 .$$

The current may be nonzero, but it must close on itself.

## (b) Eliminate the field covariantly. What becomes of retardation?

**Solution.** In Lorenz gauge the field and its coupling have the Lagrangian

$$L=\int d^3r\left[\frac{1}{8\pi}\left(\frac{|\partial_t\mathbf A|^2}{c^2}-\sum_i|\nabla A_i|^2-\frac{(\partial_t\phi)^2}{c^2}+|\nabla\phi|^2\right)-\rho\phi+\frac{\mathbf J\cdot\mathbf A}{c}\right].$$

Variation gives the wave equations

$$\left(\nabla^2-\frac{\partial_t^2}{c^2}\right)\phi=-4\pi\rho,\qquad \left(\nabla^2-\frac{\partial_t^2}{c^2}\right)\mathbf A=-\frac{4\pi}{c}\mathbf J .$$

Integrate the quadratic terms by parts and use these equations: the quadratic part equals minus one half of the linear part. (The boundary terms in time vanish for the static fields needed below.) The action is therefore $W=\frac12\int dt\,d^3r\,(-\rho\phi+\mathbf J\cdot\mathbf A/c)$. Let $D(R,\tau)$ be the response to a unit point source, $(\nabla^2-\partial_\tau^2/c^2)D=-4\pi\delta^3(\mathbf R)\delta(\tau)$. Inserting $\phi=\int D\rho'$ and $\mathbf A=\int D\,\mathbf J'/c$ gives

$$W=-\frac12\int dt\,d^3r\,dt'\,d^3r'\left[nn'-\frac{\mathbf j\cdot\mathbf j'}{c^2}\right]D(R,t-t').$$

The two factors $-1$ from the electron charge have cancelled. Take the retarded response, $D=\delta(\tau-R/c)/R$; other boundary conditions are considered at the end of this part. The source product is symmetric under exchange of the two points, so only the part of $D$ even in $\tau$ contributes, and $D$ may be replaced by

$$D=\frac{\delta(\tau-R/c)+\delta(\tau+R/c)}{2R}=c\,\delta(c^2\tau^2-R^2).$$

This depends on the invariant interval alone. The bracket is the scalar product of the four-currents $(cn,\mathbf j)$ divided by $c^2$, so $W$ is a Lorentz scalar.

For stationary sources the bracket does not depend on $t$ or $t'$. The integral over $\tau=t-t'$ acts on $D$ alone:

$$\int d\tau\,D(R,\tau)=\frac{1}{2R}+\frac{1}{2R}=\frac1R .$$

The delay $R/c$ has disappeared without being assumed small. A signal from $\mathbf r'$ did leave earlier, but the density and current there were then the same as now.

The other integral gives the duration $T$. With no time derivatives of the field, the field and coupling part of the Hamiltonian is $-L$, so the energy is $-W/T$:

$$\boxed{E_H=\frac12\iint d^3r\,d^3r'\,\frac{nn'}{R}-\frac{1}{2c^2}\iint d^3r\,d^3r'\,\frac{\mathbf j\cdot\mathbf j'}{R}}$$

The formula holds in the frame where the sources are stationary.

At frequency $\omega$ the kernel has the form $f(R)/R$ with $f''+(\omega/c)^2f=0$ and $f(0)=1$. The retarded choice is $f=e^{i\omega R/c}$ and the Feynman choice is $f=e^{i|\omega|R/c}$. Both become 1 at $\omega=0$, so the choice of boundary condition does not matter either. An exchange term contains products $\psi_a^\dagger\psi_b$, which oscillate at $\omega=\varepsilon_a-\varepsilon_b$. Retardation therefore remains in exchange between orbitals of different energy.

## (c) How can moving charges have unretarded potentials?

A unit charge circles at angular frequency $\Omega$ on a ring. Compare its time-averaged potential with that of a uniform rotating ring.

**Solution.** The retarded potential of the charge is

$$\phi(t)=\int dt'\,\frac{\delta(t'-t+R(t')/c)}{R(t')},$$

where $R(t')$ is the distance from the charge to the fixed observer. Average over one period $T_0=2\pi/\Omega$. For periodic motion the integral over $t$ removes the delta function:

$$\frac1{T_0}\int_0^{T_0}\phi\,dt=\frac1{T_0}\int_0^{T_0}\frac{dt'}{R(t')} .$$

The right side is the instantaneous potential of a uniform ring. The left side is also the average over all starting phases, which is the retarded potential of that ring. The vector potential follows in the same way, with the velocity divided by $c$ in the numerator.

If $\phi$ is first multiplied by $e^{i\Omega t}$, the delta function sets $t=t'+R/c$, and the average becomes that of $e^{i\Omega t'}e^{i\Omega R/c}/R$. The retardation factor survives in this harmonic.

Take a ring of radius 1 bohr, centred at the origin in the plane $z=0$, speed $0.5c$, and an observer at $(1.6,0,0.8)$ bohr. The total charge 1 is divided equally among $N$ charges, equally spaced, with one of them at the point of the ring nearest the observer at the moment of observation:

| $N$ | retarded (hartree/e) | instantaneous (hartree/e) |
|---|---|---|
| 1 | 1.24988 | 1.00000 |
| 4 | 0.61482 | 0.58588 |
| 16 | 0.57043 | 0.57040 |

For the uniform ring both values are 0.5704003935 hartree/e. For a single circling unit charge that passes the point nearest the observer at $t=0$, the first harmonic is $0.1763+0.0300i$ hartree/e with retardation and $0.1358$ hartree/e without it.

## (d) Why is the current term negative, when magnetic field energy is positive?

**Solution.** Use the Hamiltonian in Coulomb gauge, $\nabla\cdot\mathbf A=0$. The scalar potential gives the Coulomb energy $\frac12\iint nn'/R$. For charge $q$ the Dirac kinetic term is $c\boldsymbol\alpha\cdot(\mathbf p-q\mathbf A/c)$, so the coupling to $\mathbf A$ is linear and equals $-\frac1c\int\mathbf J\cdot\mathbf A$. In the mean-field part $\mathbf J$ is its expectation value. The lowest energy has no transverse electric field and minimizes

$$F[\mathbf A]=\frac1{8\pi}\int|\nabla\times\mathbf A|^2d^3r-\frac1c\int\mathbf J\cdot\mathbf A\,d^3r .$$

Setting the variation to zero gives $\nabla\times\nabla\times\mathbf A=4\pi\mathbf J/c$. With $\nabla\cdot\mathbf A=0$ this is $-\nabla^2\mathbf A=4\pi\mathbf J/c$, solved by

$$\mathbf A(\mathbf r)=\frac1c\int\frac{\mathbf J(\mathbf r')}{R}\,d^3r' .$$

Its divergence is zero: $\nabla(1/R)=-\nabla'(1/R)$, and an integration by parts moves the derivative onto $\nabla'\cdot\mathbf J'=0$.

Define $M=\frac{1}{2c^2}\iint\mathbf j\cdot\mathbf j'/R$. At the minimum the field energy is

$$\frac1{8\pi}\int\mathbf A\cdot(\nabla\times\nabla\times\mathbf A)\,d^3r=\frac1{2c}\int\mathbf J\cdot\mathbf A\,d^3r=M .$$

The coupling energy is $-\frac1c\int\mathbf J\cdot\mathbf A=-2M$. The total is $M-2M=-M$, in agreement with (b). Since $M$ is a field energy, it cannot be negative, and the current term cannot raise $E_H$.

Quantizing the field does not change this result. Each mode driven by a constant force $f$ has

$$\tfrac12(p^2+\omega^2q^2)-fq=\tfrac12p^2+\tfrac12\omega^2\left(q-\frac f{\omega^2}\right)^2-\frac{f^2}{2\omega^2}.$$

The oscillator is displaced, its level spacing and zero-point energy are unchanged, and every level falls by the classical amount.

## (e) Does the result depend on the gauge of the photon kernel?

**Solution.** The Coulomb-gauge kernel is the transverse part of $\delta_{ik}/R$. In Fourier space this is

$$\frac{4\pi}{k^2}\left(\delta_{ik}-\frac{k_ik_k}{k^2}\right),$$

where $k_i,k_k$ are components of the wave vector and $k$ is its length. Because $\nabla^2R=2/R$ and $\nabla^2(1/R)=-4\pi\delta^3(\mathbf R)$, the transform of $R$ is $-8\pi/k^4$. Also $k_ik_k$ corresponds to $-\partial_i\partial_k$. The second term is therefore $-\frac12\partial_i\partial_kR$ in real space. With $\partial_i\partial_kR=(\delta_{ik}-\hat R_i\hat R_k)/R$, the kernel becomes

$$\frac{\delta_{ik}}R-\frac12\partial_i\partial_kR=\frac{\delta_{ik}+\hat R_i\hat R_k}{2R}.$$

The extra term contributes to the double integral the amount

$$-\frac12\iint j_ij'_k\,\partial_i\partial_kR=\frac12\iint j_ij'_k\,\partial_i\partial'_kR=\frac12\iint(\nabla\cdot\mathbf j)(\nabla'\cdot\mathbf j')R=0 .$$

The first equality uses $\partial_k=-\partial'_k$ on a function of $\mathbf R$. The second uses two integrations by parts, with no surface terms for localized currents.

Current conservation is essential. Take the circles $(\cos u,\sin u,0)$ and $(0.3,0.2,1.5)+0.7\,(\cos0.6\cos u,\ \sin u,\ \sin0.6\cos u)$ bohr. For the closed loops, $0\le u\le2\pi$, the double line integrals of both kernels are 1.09666 bohr. For the halves $0\le u\le\pi$, which are open currents, they are 1.560 bohr with $\delta_{ik}/R$ and 0.994 bohr with the Coulomb-gauge kernel.

## (f) Find the current of a Dirac 1s electron

The nucleus is a point of charge $Z$. Try, with $\chi$ a constant two-component spinor,

$$\psi\propto g\begin{pmatrix}\chi\\ it\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad g=r^{\gamma-1}e^{-Zr},\qquad \gamma=\sqrt{1-Z^2/c^2}.$$

**Solution.** Use $\boldsymbol\sigma\cdot\mathbf p=-i\boldsymbol\sigma\cdot\nabla$ and $\boldsymbol\sigma\cdot\nabla(g\,\boldsymbol\sigma\cdot\hat{\mathbf r})=g'+2g/r$. For energy $E$, including the rest energy, the upper and lower components of the Dirac equation give

$$ct\left(g'+\frac{2g}r\right)+\left(c^2-\frac Zr\right)g=Eg,\qquad -cg'=\left(E+c^2+\frac Zr\right)tg .$$

Insert $g'/g=(\gamma-1)/r-Z$. In the lower equation the $1/r$ terms give $t=c(1-\gamma)/Z$, and the constant terms give $cZ=(E+c^2)t$. In the upper equation the $1/r$ terms give $t=Z/[c(1+\gamma)]$, and the constant terms give $E=c^2-ctZ=\gamma c^2$. The two forms of $t$ agree because $1-\gamma^2=Z^2/c^2$, and all four conditions hold.

For spin up, $\chi^\dagger\boldsymbol\sigma\chi=\hat{\mathbf z}$. With $[\sigma_i,\sigma_k]=2i\epsilon_{ikl}\sigma_l$,

$$\psi^\dagger\alpha_i\psi\propto itg^2\,\hat r_k\,\chi^\dagger[\sigma_i,\sigma_k]\chi=-2tg^2(\hat{\mathbf r}\times\hat{\mathbf z})_i=2tg^2\sin\theta\,\hat\varphi_i .$$

The density, with the same factor, is $g^2(1+t^2)$. Multiplying the two forms of $t$ gives $t^2=(1-\gamma)/(1+\gamma)$, so $1+t^2=2/(1+\gamma)$ and $2t/(1+t^2)=t(1+\gamma)=Z/c$. Hence

$$\mathbf j=Z\,n(r)\sin\theta\,\hat{\boldsymbol\varphi}.$$

Spin down has the same density and the opposite current. A filled 1s pair therefore has $\mathbf j=0$: the current term of $E_H$ vanishes, while its Coulomb term is four times that of one electron. The magnetic interaction within the pair does not vanish. It lies entirely in exchange, which $E_H$ leaves out. With these orbitals at $Z=80$ the current–current exchange energy of the pair is $+7.69$ hartree, six times the $|E_{\rm cur}|$ found in (g).

## (g) Evaluate both energies, first in closed form and then for $Z=80$

**Solution.** Let $s=2\gamma+1$. The normalized radial density is

$$P(r)=4\pi r^2n=\frac{(2Z)^s}{\Gamma(s)}r^{s-1}e^{-2Zr}.$$

Let $r_<$ and $r_>$ be the smaller and larger of $r,r'$. The angular average of $1/R$ is $1/r_>$, so by symmetry

$$E_C=\frac12\iint\frac{PP'}{r_>}\,dr\,dr'=\int_0^\infty dr\,\frac{P(r)}r\int_0^rP(r')\,dr' .$$

For the current, $\sin\theta\,\hat{\boldsymbol\varphi}=\hat{\mathbf z}\times\hat{\mathbf r}$. In the Legendre expansion of $1/R$ only $l=1$ couples to $\hat{\mathbf r}'$, giving $\int d\Omega'\,\hat{\mathbf r}'/R=\frac{4\pi}3(r_</r_>^2)\hat{\mathbf r}$. The remaining integral is $\int\sin^2\theta\,d\Omega=\frac{8\pi}3$. With $1/(4\pi)^2$ from the two densities the angular factor is $2/9$, so

$$E_{\rm cur}=-\frac{Z^2}{9c^2}\iint PP'\frac{r_<}{r_>^2}\,dr\,dr' .$$

Both radial integrals reduce, with $x=2Zr$ and $y=2Zr'$, to

$$\int_0^\infty dx\int_0^xdy\,y^{a-1}x^{b-1}e^{-x-y}=\Gamma(a)\Gamma(b)\,I(a,b),$$

$$I(a,b)=\frac{\Gamma(a+b)}{\Gamma(a)\Gamma(b)}\int_0^{1/2}q^{a-1}(1-q)^{b-1}dq .$$

This follows from $y=uq$, $x=u(1-q)$, whose Jacobian is $u$; the condition $y<x$ means $q<\frac12$, and the $u$ integral is $\Gamma(a+b)$. The Coulomb term has $a=s$, $b=s-1$. The current term has $a=s+1$, $b=s-2$, and a factor 2 for the two orderings of the radii. Thus

$$E_C=\frac{2Z\,I(s,s-1)}{s-1},\qquad E_{\rm cur}=-\frac{4Z^3}{9c^2}\,\frac{s\,I(s+1,s-2)}{(s-1)(s-2)} .$$

For $s>2$, or $\gamma>\frac12$, both arguments of $I(s+1,s-2)$ are positive and $I$ is the regularized incomplete beta function. The energy itself stays finite for smaller $\gamma$: writing $I$ out gives $E_{\rm cur}=-\frac{4Z^3}{9c^2}\frac{\Gamma(2s-1)}{\Gamma(s)^2}\int_0^{1/2}q^{s}(1-q)^{s-3}dq$, which has no singularity at $s=2$.

For $Z\ll c$, $s\to3$, with $I(3,2)=5/16$ and $I(4,1)=1/16$. Then $E_C\to5Z/16$ and $E_{\rm cur}\to-Z^3/(24c^2)$, and their ratio tends to $-\frac2{15}(Z/c)^2$.

| $Z$ | $E_C$ (hartree) | $E_{\rm cur}$ (hartree) | $E_{\rm cur}/E_C$ |
|---|---|---|---|
| 1 | 0.3125 | $-2.219\times10^{-6}$ | $-7.10\times10^{-6}$ |
| 20 | 6.300 | $-0.01786$ | $-0.00284$ |
| 40 | 12.915 | $-0.1458$ | $-0.0113$ |
| 80 | 29.048 | $-1.281$ | $-0.0441$ |

At $Z=80$, $Z/c=0.5838$, $\gamma=0.8119$ and $s=2.6238$. The leading ratio is $-\frac2{15}(0.5838)^2=-0.0454$, against $-0.0441$ from the full expressions. Both energies exceed their leading forms: $E_C$ by the factor $29.048/25=1.162$, and $|E_{\rm cur}|$ by $1.281/1.136=1.128$. The Coulomb term grows more, so the ratio lies about 3% below its leading value in magnitude.

The covariant Hartree energy is

$$E_H=29.048-1.281=27.767\ \text{hartree}=755.6\ \text{eV},$$

of which the current term is $-34.9$ eV. These digits hold for a point nucleus. A Gaussian nuclear charge of rms radius 5.46 fm, the size of a mercury nucleus, gives $E_C=29.026$, $E_{\rm cur}=-1.279$ and $E_H=27.747$ hartree $=755.0$ eV, about 0.5 eV lower. The checks that follow refer to the point nucleus. Minimizing $F$ of part (d) on a radial grid gives a field energy of $+1.281$ and a coupling energy of $-2.562$ hartree. Sampling the six-dimensional integral directly from the spinors gives a current term of $-1.280\pm0.005$ hartree with the kernel $\delta_{ik}/R$ and $-1.281\pm0.003$ hartree with the Coulomb-gauge kernel.

These numbers are not a level shift of the one-electron ion. They describe an orbital interacting with itself. The exchange term of an orbital with itself contains the same density and current, has $\omega=0$, and enters with the opposite sign, so it cancels both parts of $E_H$. An approximate exchange functional that is to remove this self-interaction must cancel the current part as well as the Coulomb part.

## Computed values

```
speed of light c = 137.035999 a.u.
ring: radius 1 bohr, total charge 1 e, speed/c = 0.5
ring: observer x, y, z = [1.6 0.  0.8] bohr
 1 charges: retarded 1.24987526, instantaneous 1.00000000 hartree/e
 4 charges: retarded 0.61481878, instantaneous 0.58587685 hartree/e
16 charges: retarded 0.57042774, instantaneous 0.57040113 hartree/e
ring phi: retarded mean 0.5704003935 hartree/e
ring phi: instantaneous 0.5704003935 hartree/e
ring A_y: retarded mean 0.0679208375 hartree/e
ring A_y: instantaneous 0.0679208375 hartree/e
first harmonic, from moving charge: 0.176337+0.029980j hartree/e
first harmonic, retarded kernel: 0.176337+0.029980j hartree/e
first harmonic, instantaneous kernel: 0.135842-0.000000j hartree/e
mode: frequency 1.3, force 0.7, shift -0.14497041 (all a.u.)
closed loops: Feynman 1.09666351, Coulomb 1.09666351 bohr
open arcs: Feynman 1.56015, Coulomb 0.99431 bohr
1s orbital, spin up: Coulomb, current term, ratio, ratio/leading law
Z= 1: 0.312506 hartree, -2.2188e-06 hartree, -7.1002e-06, 1.0000
Z=20: 6.299692 hartree, -1.7864e-02 hartree, -2.8357e-03, 0.9984
Z=40: 12.914739 hartree, -1.4578e-01 hartree, -1.1287e-02, 0.9936
Z=60: 20.260909 hartree, -5.1000e-01 hartree, -2.5172e-02, 0.9848
Z=80: 29.047781 hartree, -1.2811e+00 hartree, -4.4104e-02, 0.9706
Z = 80: gamma = 0.81190599, s = 2.62381197, Z/c = 0.58378821
largest speed/c in the 1s current, Z = 80: 0.583788
sampled pairs of points: 2000000
sampled Coulomb: 29.04863 +- 0.01772 hartree
sampled current, Feynman gauge: -1.28031 +- 0.00514 hartree
sampled current, Coulomb gauge: -1.28120 +- 0.00330 hartree
grid: magnetic field energy 1.281104 hartree
grid: coupling energy -2.562208 hartree
grid: their sum -1.281104 hartree
Coulomb term, Z = 80: 29.047781 hartree
current term, Z = 80: -1.281111 hartree = -34.8608 eV
covariant Hartree energy: 27.766670 hartree = 755.570 eV
closed 1s pair: Coulomb 116.191124 hartree
closed 1s pair: largest |j|/(c n) at test points = 0.0e+00
```
